Optimal damping for Hartree-Fock and hybrid self-consistent-field calculations

When a self-consistent-field run swings between two densities, the implementer must decide how much of the new density to mix into the old one. A fixed fraction may be too large to stop the swing or so small that it wastes cycles. The optimal damping algorithm of Cancès and Le Bris computes the fraction in every cycle from the current density, its Fock matrix and the Fock matrix of the new density, which plain iteration builds anyway. In Hartree-Fock theory the choice is the exact energy minimum along the mixing line. For a hybrid functional a cubic model proposes the fraction, and a decrease test is needed before descent can be promised.

**The densities that may be mixed**

Take a finite, real, orthonormal basis and fixed integers N_α and N_β. With an overlap matrix S ≠ 1, set X = S^(−1/2) and use XFX for the Fock matrix; the atomic-orbital density is then XDX. A Slater determinant is a pair of projectors. Mixing two projectors P and Q gives D = (1−λ)P + λQ, and expanding D² with P² = P and Q² = Q gives

D − D² = λ(1−λ)(P − Q)².

A proper mixture of different projectors is therefore not a projector. We enlarge the search to the relaxed set C,

0 ≤ D_σ ≤ 1, Tr D_σ = N_σ, σ = α, β.

These conditions survive mixing, so C is convex; it is also closed and bounded. Its members may have fractional occupations.

With D_t = D_α + D_β, J(D)_pq = Σ_rs (pq|rs)D_rs and K(D)_pq = Σ_rs (pr|qs)D_rs, the electronic energy is

E(D) = Tr hD_t + ½ Tr J(D_t)D_t − (a/2) Σ_σ Tr K(D_σ)D_σ + E_xc(D).

Hartree-Fock has a = 1 and E_xc = 0. In a hybrid, a is the fraction of exact exchange and E_xc holds the semilocal remainder. Because Tr J(A)B = Tr J(B)A, and likewise for K, varying either factor of a quadratic term gives the same result. The two equal contributions cancel the ½, so

dE = Σ_σ Tr F_σ dD_σ,
F_σ = h + J(D_t) − aK(D_σ) + V_xc,σ.

**The direction and its slope**

Diagonalize F(D), fill the lowest N_σ orbitals of each spin, and call the projector pair P. The direction is d = P − D, and the initial slope is

s = Σ_σ Tr F_σ d_σ.

To find its sign, work in the eigenbasis of F_σ, with energies ε_p and diagonal elements n_p of D_σ. These lie between 0 and 1. The trace condition says that the charge in the virtual orbitals equals the charge missing from the occupied ones:

q_σ = Σ_virt n_a = Σ_occ (1−n_i).

Let μ be any number from the highest occupied to the lowest virtual energy. Adding and subtracting μq_σ gives

−s_σ = Σ_virt ε_a n_a − Σ_occ ε_i(1−n_i)
= Σ_virt (ε_a−μ)n_a + Σ_occ (μ−ε_i)(1−n_i) ≥ 0.

The argument holds for every member of C, so P minimizes Σ_σ Tr F_σ D'_σ over D' in C.

If s = 0, every term vanishes: levels below μ are full and levels above it are empty. A positive matrix with a zero diagonal element has a zero row there. Applied to D_σ and 1 − D_σ, this shows that D_σ can be fractional only within a degenerate level at μ, and that it commutes with F_σ. This is the aufbau condition.

The same formula measures how far D is from a determinant. Put μ at the highest occupied level, let g be the smaller of the two spin gaps, and let q = q_α + q_β. Then

gq ≤ |s|.

Also Tr D_σ² ≥ Σ_occ n_i² ≥ Σ_occ (2n_i−1) = N_σ − 2q_σ, where the middle step is (n_i−1)² ≥ 0. Hence

Σ_σ Tr(D_σ−D_σ²) ≤ 2q ≤ 2|s|/g for g > 0.

If the gap stays open while s → 0, the fractional part disappears.

**Hartree-Fock: the exact step**

The Hartree-Fock matrix is affine in D, so

F(D+λd) = F(D) + λ[F(P)−F(D)].

Insert this in E'(λ) = Σ_σ Tr F_σ(D+λd)d_σ and integrate:

c = Σ_σ Tr[F(P)−F(D)]_σ d_σ,
E(λ) = E(0) + sλ + ½cλ².

Let s < 0. If c ≤ −s, the derivative s + cλ is not positive anywhere on [0,1], and λ = 1 is a minimizer. If c > −s, then c is positive and the minimum is at λ = −s/c < 1. The energy drops are

λ = 1: −s − ½c ≥ −s + ½s = ½|s|,
λ = −s/c: s²/c − s²/(2c) = s²/(2c) = ½λ|s|.

Both cases obey

E(0) − E(λ) ≥ ½λ|s|,

so the energy falls strictly in every cycle with s ≠ 0.

The slopes must then tend to zero. Since C is bounded, c has a finite upper bound Γ > 0 on it. A step shorter than 1 is at least |s|/Γ, so each drop is at least the smaller of |s|/2 and s²/(2Γ). The continuous function E is bounded below on C, hence the drops have a finite sum and s → 0. Finally, s(D) is the minimum over D' in C of Σ_σ Tr F_σ(D)(D'_σ−D_σ), which depends continuously on D. Every limit point therefore has s = 0 and obeys the aufbau condition.

Relaxation does not lower the unrestricted Hartree-Fock minimum. Move charge between orthonormal orbitals i and j of one spin, with M = |i⟩⟨i| − |j⟩⟨j|. The second derivative is

Tr J(M)M − Tr K(M)M
= [(ii|ii)+(jj|jj)−2(ii|jj)] − [(ii|ii)+(jj|jj)−2(ij|ij)]
= −2[(ii|jj)−(ij|ij)].

The last bracket equals ½∬|i(1)j(2)−j(1)i(2)|²/r₁₂, which is not negative. If a minimizer has a fractional natural occupation, it has at least two in that spin, because N_σ is an integer. Along M the energy is concave or linear, so one of the two directions does not raise it. Move that way until an occupation reaches 0 or 1, and repeat until a determinant remains.

The argument needs independent spins. If a closed-shell code moves both spins together, the second derivative becomes 4Tr J(M)M − 2Tr K(M)M, which can be positive. Fractional occupation of a degenerate level can then be a genuine relaxed minimum. Take three equivalent sites on a ring with hopping −t, on-site repulsion U and two electrons of each spin. Filling the symmetric orbital and half filling each member of the degenerate pair minimizes the hopping energy and, with uniform populations 2/3, also the interaction U Σ_i n_i². No real determinant does both, and the aufbau determinant built from this density lies U/6 higher. A positive second derivative permits this outcome but does not force it; in a given molecule the relaxed minimum may still be a determinant. For hybrids, too, the sign is not fixed by this argument.

**Hybrids: the cubic step**

With semilocal exchange and correlation the line energy is no longer quadratic. Evaluate F at P as well, and let Δ = E(1)−E(0), s₀ = E'(0) = s and s₁ = E'(1). Write the model as p(λ) = E(0) + s₀λ + bλ² + Aλ³. Matching the far end requires

b + A = Δ − s₀,
2b + 3A = s₁ − s₀.

Subtract twice the first equation from the second, then substitute back:

A = s₀ + s₁ − 2Δ,
b = 3Δ − 2s₀ − s₁.

The stationary points solve 3Aλ² + 2bλ + s₀ = 0. With R = √(b²−3As₀), the root λ = (−b+R)/(3A) has p'' = 2b + 6Aλ = 2R, so for R > 0 it is the minimum. Multiplying numerator and denominator by b + R, and using R² − b² = −3As₀, gives a form that avoids cancellation when b > 0, even for small A (for b < 0 the first form is the accurate one):

λ = −s₀/(b+R).

If b² − 3As₀ < 0, or if b + R ≤ 0, the model has no minimum at positive λ and falls throughout [0,1]; take λ = 1. If b + R > 0, this root is the first positive zero of p', so when it lies at or beyond 1 the model again falls throughout [0,1] and λ = 1. If the root lies inside the interval, compare p there with p(1), because a cubic with A < 0 can turn down again. For Hartree-Fock, Δ = s + c/2 and s₁ = s + c, so A = 0, b = c/2, and the exact rule returns: λ = −s/c for c > −s, and λ = 1 otherwise.

How wrong can the cubic be? Assume four continuous derivatives. At fixed λ inside the interval choose κ so that E(x) − p(x) − κx²(1−x)² vanishes at x = λ. This function has double zeros at 0 and 1 and a further zero at λ. Its first derivative therefore has at least four zeros, and repeated use of Rolle's theorem gives a point ξ where the fourth derivative, E''''(ξ) − 24κ, is zero. Thus

E(λ) − p(λ) = E''''(ξ)λ²(1−λ)²/24.

The cubic cannot see a term proportional to λ²(1−λ)², and that term can defeat it. For

φ(λ) = ½λ² − 0.3λ + 2λ²(1−λ)²

the end data are those of the parabola alone, and the proposed step is 0.3. There φ = 0.045 − 0.090 + 0.0882 = +0.0432: the step goes uphill. Cubic interpolation by itself does not prove descent.

**The safeguard**

Accept a trial step only if

E(λ) ≤ E(0) + ηλs₀,

with a small η such as 10⁻⁴. Otherwise build a new cubic on [0,λ], multiplying both slopes by λ to match the rescaled variable, and keep the next trial between 0.1λ and 0.5λ. For φ this rejects 0.3 and accepts 0.0748, where the change is −0.0101.

For a proof, assume that the gradient of E is Lipschitz continuous on C, so that |E'(λ)−E'(0)| ≤ Lλ on every segment, with one constant L > 0. Integration gives

E(λ) ≤ E(0) + s₀λ + ½Lλ².

The test must succeed once λ ≤ 2(1−η)|s₀|/L. Repeated shrinking reaches this range, so the search ends. A rejected trial was longer than this limit, so a step accepted after rejection is at least 0.2(1−η)|s₀|/L.

A first trial cannot be arbitrarily short either. From |Δ−s₀| ≤ L/2 and |s₁−s₀| ≤ L,

|b| = |3(Δ−s₀)−(s₁−s₀)| ≤ 5L/2,
|A| = |(s₁−s₀)−2(Δ−s₀)| ≤ 2L.

Since R ≤ |b| + √(3|A||s₀|), an interior first trial satisfies

λ ≥ |s₀|/(5L+√(6L|s₀|)).

Each accepted step lowers E by at least ηλ|s₀|, and λ has a positive lower bound that grows with |s₀|. The drops are summable as before, so s → 0, and the aufbau limit follows. The Lipschitz assumption can fail for actual functionals. Even local exchange has a potential proportional to ρ^(1/3), whose derivative is unbounded as ρ → 0, so a segment from a compact density toward a diffuse one need not have a finite L. An integration routine that switches points on and off at a density threshold can also break it. Every accepted step still lowers E, but the proof that s → 0 then does not apply.

**Pseudocode and cost**

```
choose D in C; compute E and F at D
repeat
  P = aufbau projectors of F;  d = P − D
  s = Σσ Tr Fσ dσ;  stop if |s| < tolerance
  Hartree-Fock:
    build F(P);  c = Σσ Tr [F(P)−F]σ dσ
    λ = 1 if c ≤ −s, else −s/c
    E = E + sλ + cλ²/2;  F = F + λ[F(P)−F]
  hybrid:
    compute E and F at P;  λ = cubic minimizer
    while E(D+λd) > E + ηλs:
      shrink λ by the safeguarded cubic
    E, F = values at D+λd
  D = D + λd
```

Hartree-Fock needs one new Fock build per cycle, as plain Roothaan iteration does, plus storage for a second Fock matrix. In a hybrid the Coulomb and exact-exchange matrices can still be interpolated linearly; only the semilocal quadrature must be repeated at an interior trial. Keep the tolerance large enough that the expected drop, about ½λ|s| near a quadratic minimum, stays well above the rounding noise in E. With an open gap the final D is at most slightly fractional, by the bound 2|s|/g; if a determinant is required, take P from the last F and evaluate its energy separately. If the gap has closed, D can remain strongly fractional and the energy of P can lie far above that of D.

**A case where plain iteration fails**

Consider two sites with one electron of each spin, hopping t = 1 as the energy unit, site energies ±½ and on-site repulsion U = 6. Let m be the population difference between the sites for one spin. With equal spin densities, the diagonal elements of F differ by B = 1 + Um, and the lower orbital has polarization

m' = −B/√(B²+4t²),
dm'/dm = −4t²U/(B²+4t²)^(3/2).

At the self-consistent point m = −0.1248, so B = 0.251 and the derivative is −24/(4.063)^(3/2) = −2.93. A small error changes sign and nearly triples in each cycle. Plain iteration from the core guess ends in a two-cycle with m = −0.956 and 0.921, at energies 4.200 and 5.689.

Optimal damping starts from the same guess with E = 1.3639, s = −1.5780 and c = 7.1435. The full step would raise the energy to 1.3639 − 1.5780 + 3.5718 = 3.3577. The optimal step is

λ = 1.5780/7.1435 = 0.2209,

with a drop ½ × 0.2209 × 1.5780 = 0.1743, which leaves 1.1896. After 35 steps |s| is below 10⁻¹⁰ and the energy is 0.937561, in agreement with a direct minimization over the single orbital angle.

In this closed-shell model the interaction energy is U Σ_i n_i², with n_i the population of site i per spin, so E is convex. Its tangent at D then lies below it, and the closed-shell minimum E* obeys E* ≥ E(D) + s. Here |s| bounds the remaining energy error. General Hartree-Fock energies are not convex, and |s| is then a measure of stationarity without this guarantee.

The model also shows what descent does not deliver. Equal spin densities give equal Fock matrices, so the iteration never leaves the closed-shell set. A start with the two spins on different sites reaches −0.342, lower by 1.279. An aufbau limit need not be the global minimum; starting densities of different symmetry and a stability analysis remain necessary.

**Triplet methylene**

The second case is CH₂ with C–H distances of 2 bohr, an angle of 130° and the 6-31G basis, started from the core Hamiltonian. In unrestricted Hartree-Fock the first segment has s = −3.5976 and c = 1.5952 hartree. Since c < |s|, the full step is optimal, and it lowers the energy by 3.5976 − 0.7976 = 2.8000 hartree. All 14 steps needed to bring |s| below 10⁻⁸ hartree are full steps. A full step is just a Roothaan step, so damping does not intervene in this run. The total energy, −38.911357 hartree, agrees with a separate solver to about 10⁻⁸ hartree.

With PBE0, which has a = 0.25, the first segment gives Δ = −1.99214, s₀ = −4.92223 and s₁ = 0.97900 hartree. Then

A = −4.92223 + 0.97900 + 3.98428 = 0.0410,
b = −5.97642 + 9.84447 − 0.97900 = 2.8891,
R = √(8.3466+0.6061) = 2.9921,
λ = 4.92223/(2.8891+2.9921) = 0.837.

The true minimum on this segment is at 0.828, and the proposed step loses 2.5×10⁻⁴ hartree relative to it. Over the sampled segment the largest cubic error is 0.022 hartree, against 0.027 for a parabola through E(0), s₀ and E(1). The extra end slope improves the model only modestly here. These figures belong to a grid of 30 radial and 110 angular points per atom. With 75 and 302 points, Δ, s₀ and s₁ move by 0.003 to 0.007 hartree, and both the proposed step and the true minimum move by about 0.001.

The run takes nine steps and 15 Fock evaluations: one at the start, nine at the projectors and five at interior trials. No trial is rejected, so the safeguard costs no extra evaluations in this case. The total energy of −39.09019 hartree agrees with the separate solver to 5×10⁻⁷ hartree on the same grid. That agreement concerns the algorithm, not the molecule. The finer grid shifts this energy by about 10⁻⁵ hartree, the cc-pVTZ basis lowers it by 0.024 hartree (and the Hartree-Fock energy by 0.026), and the treatment of correlation remains approximate.

Calculated quantities

```
model: hopping=1.0, site offset=1.0, U=6.0 (hopping units)
model Roothaan polarizations, first four: -0.4472 0.6439 -0.9249 0.9154
model Roothaan two-cycle polarizations: -0.9561 0.9212
model Roothaan two-cycle energies: 4.200499 5.689380 hopping
model first damping step: E=1.363932, s=-1.578016 hopping
model first step: E(P)=3.357684, c=7.143537 hopping, step=0.220901
model energy after first step: 1.189639 hopping
model converged energy: 0.93756127 hopping, steps=35
model one-angle minimum: 0.93756127 hopping
model fixed-point polarization: -0.12476
model Roothaan map slope there: -2.9302
model spin-broken energy: -0.341858 hopping
trap function: bump=2.0, slope at 0=-0.30
trap: cubic step=0.3000, change=+0.04320
trap: safe step=0.0748, change=-0.01006, rejections=1
CH2: bond=2.0 bohr, angle=130.0 deg, basis functions=13, electrons=5+3
CH2 nuclear repulsion: 6.27584448 Ha (not in cycle energies)
HF first segment: s=-3.597585, c=1.595188 Ha, step=1.000000
HF cycle 0: E=-42.00959307 Ha, s=-3.598e+00 Ha, step=1.0000
HF cycle 1: E=-44.80958364 Ha, s=-4.379e-01 Ha, step=1.0000
HF cycle 2: E=-45.16164650 Ha, s=-2.747e-02 Ha, step=1.0000
HF cycle 3: E=-45.18526425 Ha, s=-1.591e-03 Ha, step=1.0000
HF cycle 4: E=-45.18688494 Ha, s=-1.735e-04 Ha, step=1.0000
HF cycle 14: E=-45.18720187 Ha, s=-4.179e-09 Ha, step=0.0000
HF total energy, damping: -38.91135739 Ha
HF total energy, PySCF: -38.91135740 Ha
HF Fock builds needed: 15
HF largest idempotency defect: 0.00000, final: -1.78e-15
HF pair-move curvature range: -1.4695 to -0.4499 Ha
PBE0: exact-exchange fraction=0.25, grid points=9904
PBE0 first segment: rise=-1.992140, s0=-4.922234, s1=0.978997 Ha
PBE0 first segment: cubic step=0.83695, true step=0.82778
PBE0 energy lost by cubic step: 2.45e-04 Ha
PBE0 model errors: cubic=2.24e-02, parabola=2.69e-02 Ha
PBE0 cycle 0: E=-42.20365722 Ha, s=-4.922e+00 Ha, step=0.8370
PBE0 cycle 1: E=-44.28043699 Ha, s=-1.365e+00 Ha, step=1.0000
PBE0 cycle 2: E=-45.15041590 Ha, s=-3.739e-01 Ha, step=0.6822
PBE0 cycle 3: E=-45.27767094 Ha, s=-9.351e-02 Ha, step=1.0000
PBE0 cycle 4: E=-45.36200984 Ha, s=-6.980e-03 Ha, step=0.6774
PBE0 cycle 9: E=-45.36603046 Ha, s=-5.518e-07 Ha, step=0.0000
PBE0 total energy, damping: -39.0901860 Ha
PBE0 total energy, PySCF: -39.0901865 Ha
PBE0 Fock builds: 15, rejected trials: 0
PBE0 final idempotency defect: 1.10e-06
```
